# Blackbody Shifts at 300 K: Stark and Free-Electron Limits

To correct a measured transition frequency for the thermal radiation around the atom, one has to decide what to compute for each of the two levels. One static polarizability may be enough. The level may instead behave like a free electron, and then no atomic data are needed. Between these cases a sum over all dipole transitions is required. At 300 K the wrong choice can replace a shift of a few hundredths of a hertz by one of kilohertz size, with the opposite sign.

The deciding quantity is the ratio of the atom's transition energies to $k_BT$. At 300 K, $k_BT/h=6.251$ THz, or $k_BT=9.500\times10^{-4}$ hartree.

## The estimate

**The field.** Blackbody radiation has energy density
$$u=\frac{\pi^2(k_BT)^4}{15\hbar^3c^3}=6.128\times10^{-6}\ \text{J/m}^3 .$$
Half of it is electric, so $\tfrac12\epsilon_0\langle E^2\rangle=\tfrac12u$ and
$$\langle E^2\rangle=\frac{u}{\epsilon_0}=6.921\times10^{5}\ \text{V}^2/\text{m}^2,\qquad E_{\rm rms}=832\ \text{V/m}.$$
This is the rms length of the field vector. One Cartesian component has an rms value smaller by $\sqrt3$, or 480 V/m.

**A tightly bound electron.** If all strong transitions lie far above the thermal frequencies, the electron follows the field as it would a static one. The energy is $-\tfrac12\alpha(0)E^2$, where $\alpha(0)$ is the static polarizability. On average,
$$\Delta E\simeq-\tfrac12\alpha(0)\langle E^2\rangle\propto T^4 .$$
This amounts to $-8.61\times10^{-3}$ Hz per atomic unit of polarizability. Hydrogen 1s has 4.5 atomic units, so its shift is about $-0.039$ Hz.

**A loosely bound electron.** If the thermal field oscillates much faster than the electron orbits, the binding force hardly matters during one cycle. In a field $E_0\cos\omega t$ the electron acquires an oscillating velocity of amplitude $eE_0/(m\omega)$. Its mean kinetic energy is
$$\frac m2\cdot\frac12\left(\frac{eE_0}{m\omega}\right)^2=\frac{e^2E_0^2}{4m\omega^2}=\frac{e^2\langle E^2\rangle}{2m\omega^2},$$
because $\langle E^2\rangle=E_0^2/2$. With $\langle E^2\rangle\propto T^4$ and a typical $\omega\propto T$, this energy grows as $T^2$. Taking $\omega=2k_BT/\hbar$ gives about $+2.4$ kHz.

The estimate leaves open how the two laws join, which frequency belongs in the second one, and how large $n$ must be.

## The shift caused by one mode

Take the nucleus as infinitely heavy, the electron as nonrelativistic, and the field as uniform across the atom. The coupling is $-\mathbf d\cdot\mathbf E$ with $\mathbf d=-e\mathbf r$. For one mode of frequency $\omega$ and polarization $\boldsymbol\varepsilon$ in a volume $V$, the field at the atom is, with a suitable choice of phase,
$$\mathbf E=\boldsymbol\varepsilon\,\mathcal E(a+a^\dagger),\qquad \mathcal E^2=\frac{\hbar\omega}{2\epsilon_0V}.$$
With $N$ photons, $\langle E^2\rangle=\mathcal E^2(2N+1)$. The part due to the photons is $2N\mathcal E^2$.

Let $\hbar\omega_k=E_k-E_a$, which is negative for a downward transition, and let $d_k=\langle k|\mathbf d\cdot\boldsymbol\varepsilon|a\rangle$. In second order the state $|a,N\rangle$ is coupled to two kinds of state:

- $|k,N-1\rangle$, with squared matrix element $|d_k|^2\mathcal E^2N$ and energy denominator $-\hbar(\omega_k-\omega)$;
- $|k,N+1\rangle$, with squared matrix element $|d_k|^2\mathcal E^2(N+1)$ and energy denominator $-\hbar(\omega_k+\omega)$.

The result for $N=0$ belongs to the Lamb shift, which is present at any temperature. Subtracting it replaces $N+1$ by $N$ in the second contribution:
$$\Delta E_N=-\frac{\mathcal E^2N}{\hbar}\sum_k|d_k|^2\left[\frac1{\omega_k-\omega}+\frac1{\omega_k+\omega}\right]
=-\frac{\mathcal E^2N}{\hbar}\sum_k\frac{2\omega_k|d_k|^2}{\omega_k^2-\omega^2}.$$
Define the dynamic polarizability
$$\alpha(\omega)=\frac1\hbar\sum_k\frac{2\omega_k|d_k|^2}{\omega_k^2-\omega^2}.$$
Then
$$\Delta E_N=-\tfrac12\alpha(\omega)\,(2N\mathcal E^2),$$
which is $-\tfrac12\alpha(\omega)$ times the mean-square field of the photons. Above a resonance the denominator changes sign, and so does that transition's contribution.

The result is linear in $N$, so the thermal average replaces $N$ by $\bar n(\omega)=1/(e^{\hbar\omega/k_BT}-1)$. In second order a photon must be absorbed and emitted in the same mode, so the modes add independently. Isotropic radiation replaces $|d_k|^2$ by $e^2|\mathbf r_{ka}|^2/3$. With the oscillator strength
$$f_k=\frac{2m\omega_k}{3\hbar}|\mathbf r_{ka}|^2$$
the polarizability becomes
$$\alpha(\omega)=\frac{e^2}{m}\sum_k\frac{f_k}{\omega_k^2-\omega^2}.$$

Hydrogen has degenerate levels, but the averaged second-order interaction is a scalar under rotations. It cannot mix an $ns$ state with other $l$ of the same $n$. The degenerate $np$ level, as an intermediate state, has $\omega_k=0$. Its absorption and emission terms cancel, so it contributes nothing.

## Summing over the Planck spectrum

Two polarizations and $4\pi k^2dk/(2\pi)^3$ wave vectors per unit volume, with $k=\omega/c$, give $\omega^2d\omega/(\pi^2c^3)$ modes per unit volume. Each contributes $2\bar n\mathcal E^2=\hbar\omega\bar n/(\epsilon_0V)$ to the mean-square field. Hence $\langle E^2\rangle=\int_0^\infty S(\omega)\,d\omega$ with
$$S(\omega)=\frac{\hbar\omega^3}{\pi^2\epsilon_0c^3(e^{\hbar\omega/k_BT}-1)} .$$
The substitution $x=\hbar\omega/k_BT$ and $\int_0^\infty x^3dx/(e^x-1)=\pi^4/15$ return the value of $\langle E^2\rangle$ used above.

The level shift is $-\tfrac12\int S\alpha\,d\omega$. Where $\omega$ passes through $|\omega_k|$, the finite lifetime replaces $1/\delta$, with $\delta$ the detuning, by a complex fraction with real part $\delta/(\delta^2+\gamma^2/4)$. This is odd in $\delta$. If $\gamma$ is small compared with the scale on which $S$ varies, the two sides of the resonance cancel as in a principal value, written P below.

Put $y_k=\hbar\omega_k/k_BT$. Since $\omega^3d\omega/(\omega_k^2-\omega^2)=-(k_BT/\hbar)^2x^3dx/(x^2-y_k^2)$, the minus signs cancel:
$$\Delta E=\frac{e^2(k_BT)^2}{2\pi^2\epsilon_0m\hbar c^3}\sum_kf_k\,{\rm P}\!\!\int_0^\infty\!\frac{x^3\,dx}{(e^x-1)(x^2-y_k^2)} .$$
Define
$$g(y)=\frac6{\pi^2}\,{\rm P}\!\!\int_0^\infty\frac{x^3\,dx}{(e^x-1)(x^2-y^2)} .$$
The integral is $\pi^2g/6$, so the prefactor becomes $e^2(k_BT)^2/(12\epsilon_0m\hbar c^3)$. With the fine-structure constant $\alpha_{\rm fs}=e^2/(4\pi\epsilon_0\hbar c)$ this gives
$$\boxed{\Delta E=\Delta E_{\rm free}\sum_kf_k\,g(y_k),\qquad \Delta E_{\rm free}=\frac{\pi\alpha_{\rm fs}(k_BT)^2}{3mc^2}.}$$

## The T⁴ limit

For $|y|\gg1$ the Planck factor confines $x$ to values far below $|y|$, apart from an exponentially small resonant part. There
$$\frac1{x^2-y^2}=-\frac1{y^2}\left(1+\frac{x^2}{y^2}+\dots\right).$$
The first term gives
$$g(y)\simeq-\frac6{\pi^2}\cdot\frac{\pi^4}{15}\cdot\frac1{y^2}=-\frac{2\pi^2}{5y^2}.$$
This is the same as replacing $\alpha(\omega)$ by $\alpha(0)$ in $-\tfrac12\int S\alpha\,d\omega$, so the static Stark law follows.

For the next term, $\int_0^\infty x^5dx/(e^x-1)=8\pi^6/63$. Relative to the first term it is
$$\frac{8\pi^6/63}{\pi^4/15}\cdot\frac1{y^2}=\frac{40\pi^2}{21}\cdot\frac1{y^2}\approx\frac{18.8}{y^2}.$$
The factor 18.8 shows that $|y|$ must be well above 4 for the static law to be accurate. For several transitions, the leading relative correction to the whole shift is the average of $18.8/y_k^2$ with weights $f_k/\omega_k^2$.

The hydrogen 1s polarizability can be found in closed form. In atomic units, with $\psi=e^{-r}/\sqrt\pi$ and $H$ the atomic Hamiltonian, seek $F$ such that $(H-E)F\psi=z\psi$. Since $\partial_r\psi=-\psi$,
$$(H-E)F\psi=\left(-\tfrac12\nabla^2F+\partial_rF\right)\psi .$$
Try $F=(r+r^2/2)\cos\theta$. Here $\nabla^2(r\cos\theta)=0$ and $\nabla^2(r^2\cos\theta)=4\cos\theta$, so the bracket is $-\cos\theta+(1+r)\cos\theta=r\cos\theta=z$, as required. Therefore
$$\alpha(0)=2\langle zF\rangle=\tfrac23\left(\langle r^2\rangle+\tfrac12\langle r^3\rangle\right)=\tfrac23\left(3+\tfrac{15}4\right)=\tfrac92 .$$

## The T² limit

For small $y$, write $x^3=x(x^2-y^2)+xy^2$. With $\int_0^\infty x\,dx/(e^x-1)=\pi^2/6$,
$$g(y)=1+\frac{6y^2}{\pi^2}J(y),\qquad J(y)={\rm P}\!\!\int_0^\infty\frac{b(x)\,dx}{x^2-y^2},\quad b(x)=\frac x{e^x-1}.$$

It remains to show that $y^2J\to0$. The principal value of $\int_0^\infty dx/(x^2-y^2)$ is zero: its antiderivative $\ln|(x-y)/(x+y)|/(2y)$ vanishes at both ends, and the contributions from the two sides of $x=y$ cancel. One may therefore replace $b(x)$ by $b(x)-b(y)$ in $J$. The function $b$ falls from 1 to 0 with a slope of magnitude at most $\tfrac12$. For $y<\tfrac12$, the part with $x<1$ is at most $\tfrac12\int_0^1dx/(x+y)=\tfrac12\ln[(1+y)/y]$ in magnitude. The part with $x>1$ is at most $\int_1^\infty dx/(x^2-\tfrac14)=\ln3$. So $J$ grows no faster than a logarithm, and $g(y)\to1$.

For numerical work, Binet's integral for the digamma function $\psi$ reads
$$\ln z-\frac1{2z}-\psi(z)=2\int_0^\infty\frac{t\,dt}{(t^2+z^2)(e^{2\pi t}-1)} .$$
Let $z$ approach $i\eta$ with $\eta=|y|/2\pi$, take real parts, and set $x=2\pi t$. The right side becomes $2J$, and $1/(2z)$ is imaginary. Hence
$$g(y)=1+12\eta^2\left[\ln\eta-{\rm Re}\,\psi(i\eta)\right],$$
a form tested against principal-value quadrature in the numerical check.

If the strength that matters lies at $|y_k|\ll1$, then $\Delta E\to\Delta E_{\rm free}\sum_kf_k$. The sum follows from a double commutator. For a local potential $[H,x]=-i\hbar p_x/m$, where $x$ is now a coordinate, and so $[x,[H,x]]=\hbar^2/m$. Its expectation value in state $a$ is
$$\langle2xHx-x^2H-Hx^2\rangle=2\sum_k(E_k-E_a)|x_{ka}|^2 .$$
Thus $\sum_k2m\omega_k|x_{ka}|^2/\hbar=1$. Averaging over the three directions gives $\sum_kf_k=1$, and $\Delta E\to+\Delta E_{\rm free}$.

This limit is the oscillation energy of the estimate. Integrating it over the spectrum gives
$$\int_0^\infty\frac{e^2S(\omega)}{2m\omega^2}\,d\omega=\frac{e^2(k_BT)^2}{2\pi^2\epsilon_0m\hbar c^3}\cdot\frac{\pi^2}6=\Delta E_{\rm free}.$$
The frequency that belongs in the estimate satisfies
$$\bar\omega^2=\frac{\int S\,d\omega}{\int S\,\omega^{-2}d\omega}=\frac{\pi^4/15}{\pi^2/6}\left(\frac{k_BT}\hbar\right)^2=\frac{2\pi^2}5\left(\frac{k_BT}\hbar\right)^2,$$
so $\bar\omega=1.99\,k_BT/\hbar$, which justifies the factor 2.

In atomic units $mc^2=1/\alpha_{\rm fs}^2$, and at 300 K
$$\Delta E_{\rm free}=\frac\pi3\alpha_{\rm fs}^3(k_BT)^2=1.047\times(3.886\times10^{-7})\times(9.500\times10^{-4})^2=3.67\times10^{-13}\ \text{hartree},$$
or 2417 Hz.

A free electron at rest has the same oscillation energy, so the ionization threshold rises by 2417 Hz too. A Rydberg level whose strong transitions lie well below $k_BT$ moves up almost together with its threshold. The shift therefore appears in a transition from a low level to the Rydberg level, but largely cancels in the Rydberg binding energy.

## Hydrogen from 1s to 40s

For an $ns$ state, $f_k=\tfrac23\omega_kR_k^2$ in atomic units, where $R_k$ is the radial dipole integral to a $p$ state. The sum must include the continuum. A basis of radial functions $r^2e^{-r/n}L^{(3)}_j(2r/n)$ replaces the $p$ spectrum by a finite set of states.

This basis suits the problem because it contains $r$ times the radial function of $ns$, which is proportional to $r^2e^{-r/n}L^{(1)}_{n-1}(2r/n)$. The generating function of $L^{(a)}_j(s)$ is $(1-t)^{-a-1}e^{-st/(1-t)}$. Multiplying the one for $a=3$ by $(1-t)^2$ gives the one for $a=1$, so
$$L^{(1)}_j=L^{(3)}_j-2L^{(3)}_{j-1}+L^{(3)}_{j-2}.$$
With 400 functions, diagonalization gives the following shifts at 300 K.

| State | Shift (Hz) | Shift / $\Delta E_{\rm free}$ |
|---|---:|---:|
| 5s | −209 | −0.086 |
| 10s | 1075 | 0.445 |
| 15s | 1899 | 0.786 |
| 20s | 2176 | 0.900 |
| 30s | 2340 | 0.968 |
| 40s | 2383 | 0.986 |

**Low levels.** For 1s the static estimate is $4.5\times(-8.611\times10^{-3})=-0.0388$ Hz, and the full sum agrees to these digits. The full shift is larger in magnitude by $1.0\times10^{-4}$ of the static value, as the $18.8/y^2$ term predicts. The lowest transition energy, $3/8$ hartree, is $395\,k_BT$.

For 2s the polarizability without the degenerate 2p level is 120 atomic units. The static estimate is $-1.033$ Hz and the full sum gives $-1.036$ Hz, a difference of 0.3%. The lowest contributing transition, to 3p, has energy $5/72$ hartree, or $73\,k_BT$. Higher transitions have smaller corrections, so the leading correction must lie below $18.8/73^2=0.35\%$, as it does. In real hydrogen the 2s–2p intervals are not zero, and their contribution is not included here. The larger interval, to 2p$_{3/2}$, is about 10 GHz, or $1.5\times10^{-6}$ hartree. With $R^2=27$ and two thirds of the 2p strength it has $f\approx\tfrac23\cdot\tfrac23\cdot27\cdot1.5\times10^{-6}\approx1.8\times10^{-5}$ and $g\approx1$, so it adds about $+0.04$ Hz. This exceeds the 0.003 Hz difference above, so the digits quoted for 2s hold only within the nonrelativistic model.

**Rydberg levels.** Neighbouring levels are about $1/n^3$ hartree apart, from the derivative of $-1/(2n^2)$. This equals $k_BT$ at $n\approx10$. The condition falls inside the crossover and does not mark the start of the $T^2$ law: 10s has less than half the free-electron shift. An error below 10% of $\Delta E_{\rm free}$ is reached near $n=20$, and 40s is within 1.4%. These values of $n$ hold for low $l$. States of high $l$ approach the limit sooner: at $n=10$ the ratio is 0.66 for $l=5$ and 0.94 for $l=9$.

From 20s to 40s the deficit falls from 0.100 to 0.014, a factor of about 7, while $n^{-3}$ falls by 8. A plausible reading, offered as a conjecture, is that a low-$l$ electron passes through the inner region, within roughly $(k_BT)^{-2/3}\approx100$ bohr in atomic units, where its motion is fast even compared with the thermal field. Consistent with this, at $n=40$ the deficit is 0.013 for $l=1$, 0.007 for $l=5$ and 0.001 for $l=10$. The fraction of each orbit spent there falls as $n^{-3}$, because the orbital period grows as $n^3$.

**Temperature dependence.** Between 300 K and 600 K the full shifts follow effective powers $T^{4.000}$ for 1s and $T^{2.010}$ for 40s. The second exponent slightly exceeds 2 because the 40s shift moves closer to its free-electron value as $T$ rises.

For a 1s–40s transition, the blackbody correction is the difference of the two level shifts, $2383-(-0.04)\approx2383$ Hz. The lower level can be ignored at this precision. The last digit holds only for an infinitely heavy nucleus: replacing $m$ by the reduced mass raises $\Delta E_{\rm free}$ by about $5\times10^{-4}$ of its value, or about 1 Hz. Using $\Delta E_{\rm free}$ for the upper level would overestimate the correction by 33 Hz.

## Width and limits of validity

The same radiation drives real transitions. By Fermi's golden rule, with the field strength at the transition frequency taken from $S$,
$$\Gamma=\sum_k\frac{\pi e^2|\mathbf r_{ka}|^2}{3\hbar^2}S(|\omega_k|)=\frac{4\alpha_{\rm fs}^3}3\sum_k|\omega_k|^3R_k^2\,\bar n(|\omega_k|),$$
the last form being in atomic units. Since $e^x-1>x$, $\bar n$ is smaller than $k_BT/|\omega_k|$. Also $|\omega_k\mathbf r_{ka}|=|\mathbf p_{ka}|$, so $\sum_k\omega_k^2R_k^2=\langle p^2\rangle=1/n^2$ by the virial theorem. Hence
$$\Gamma<\frac{4\alpha_{\rm fs}^3k_BT}{3n^2}.$$
For 40s the bound is $1.27\times10^4$ s⁻¹ and the full sum gives $9.3\times10^3$ s⁻¹. This rate contributes $\Gamma/2\pi\approx1.5$ kHz to the linewidth, comparable with the 2.4 kHz shift. The line centre must be found to a fraction of the width for the shift to be measured well. Spontaneous decay of 40s, at $9.0\times10^3$ s⁻¹, adds about as much again, so the total width is about 2.9 kHz, larger than the shift.

The field was taken as uniform over the atom. The mean radius of 40s is $\tfrac32n^2$ bohr, or 127 nm, against a reduced thermal wavelength $\hbar c/k_BT$ of 7633 nm. The ratio is 1/60 and grows as $n^2$. The two lengths become equal near $n=40\sqrt{60}\approx310$, where the derivation as written is no longer justified. The result is sturdier than the derivation. With the coupling written as $\mathbf p\cdot\mathbf A$ and the factor $e^{i\mathbf k\cdot\mathbf r}$ kept to order $k^2$, the correction for 40s at 300 K is about $10^{-8}\,\Delta E_{\rm free}$, of order $\alpha_{\rm fs}^2/(3n^2)$, against a deficit of 0.014. At 18000 K, where the 40s orbit equals $\hbar c/k_BT$, this term is still only about $5\times10^{-5}$ of the deficit. The $T^2$ law itself does not depend on the size of the orbit. The oscillation energy $e^2\langle E^2\rangle/(2m\omega^2)$ of each mode depends only on the mean-square field at the electron, which is the same everywhere in homogeneous radiation. A slow, nearly free electron therefore keeps the shift $\Delta E_{\rm free}$ however large its orbit, as the shift of the threshold already showed.

The radiation was also assumed isotropic, with a Planck spectrum at one temperature. Surroundings at several temperatures, or a cavity that alters the mode density near $k_BT/\hbar$, require $S(\omega)$ to be replaced before the integral is taken.

## Computed values

```
temperature: 300 K
kT: 9.5004e-04 hartree
kT/h: 6.251 THz
energy density: 6.1282e-06 J/m^3
mean-square field: 6.9213e+05 V^2/m^2
rms field, full vector: 831.9 V/m
rms field, one component: 480.3 V/m
box mode sum / closed form: 0.99926
static shift per a.u. of polarizability: -8.6112e-03 Hz
1s polarizability: 4.5000 a.u.
1s static estimate: -0.03875 Hz
1s full shift: -0.03875 Hz
2s polarizability: 120.0000 a.u.
2s static estimate: -1.03334 Hz
2s full shift: -1.03645 Hz
1s relative dynamic correction: 1.003e-04
1s predicted correction: 1.002e-04
free-electron shift: 2416.7 Hz
free-electron shift by quadrature: 2416.7 Hz
n at which 1/n^3 hartree equals kT: 10.2
5s full shift: -208.64 Hz, ratio to free: -0.0863
10s full shift: 1074.70 Hz, ratio to free: 0.4447
15s full shift: 1898.74 Hz, ratio to free: 0.7857
20s full shift: 2175.93 Hz, ratio to free: 0.9004
30s full shift: 2339.96 Hz, ratio to free: 0.9683
40s full shift: 2383.43 Hz, ratio to free: 0.9862
1s temperature exponent, 300 to 600 K: 4.0004
40s temperature exponent, 300 to 600 K: 2.0100
40s blackbody transition rate: 9.2760e+03 1/s
40s upper bound on that rate: 1.2719e+04 1/s
40s blackbody width, rate/(2 pi): 1476.3 Hz
40s mean orbit radius: 127.0 nm
reduced thermal wavelength: 7633 nm
```
